\section*{Phosphorus site blocking in silicon growth from silane: temperature and supply}

\section{Can one suppression factor be used?}

A reactor calculation for a phosphorus-doped silicon layer needs a growth rate. The first decision is whether the rate calibrated without phosphine may be multiplied by one constant factor, or whether surface coverages must be solved at each temperature and gas flux. In the example below, the doped rate divided by the undoped rate is 0.058 at 800~K and 0.80 at 1100~K, with both gas fluxes unchanged. A factor calibrated at one end of this range would be wrong by more than ten times at the other.

In the site-blocking model used here, the factor varies because silane needs free surface sites, and two species compete with it for them: phosphorus, and the hydrogen that silane itself leaves behind. Cooling slows the departure of both. Whether phosphorus then does more or less relative damage depends on which blocker becomes harder to remove, and how fast.

\section{The site balance}

Let $t$, $H$ and $P$ be the fractions of sites that are free, covered by hydrogen and covered by phosphorus. The surface species are taken to be randomly mixed (mean field), so the chance of finding two free sites together is $t^2$. Rates are per site and second; one monolayer (ML) is one silicon atom per site. Four processes are kept.
\begin{itemize}
\item Silane reacts on two free sites at rate $at^2$. Its silicon atom joins the crystal and provides a new site in place of the one it covers. Its four hydrogen atoms quickly end up on surface sites.
\item Phosphine reacts on two free sites at rate $bt^2$ and leaves one phosphorus atom.
\item Hydrogen atoms are lost at rate $hH$, leaving as H$_2$.
\item Phosphorus leaves as P$_2$, with $dP^2$ desorption events per site and second. Each event removes two atoms.
\end{itemize}
The hydrogen brought by phosphine and the burial of phosphorus in the film are neglected here and restored later. With $\tau$ for time, the balances are
\begin{align}
\frac{dH}{d\tau}&=4at^2-hH, & \frac{dP}{d\tau}&=bt^2-2dP^2 .
\label{eq:rates}
\end{align}
In steady state both vanish, which gives
\begin{equation}
H=\eta t^2,\quad \eta=\frac{4a}{h};\qquad
P=\kappa t,\quad \kappa=\sqrt{\frac{b}{2d}} .
\label{eq:cov}
\end{equation}
Phosphorus arrives on pairs of sites and leaves in pairs, so the squares cancel and $P$ is proportional to $t$. Other reaction orders would change this relation and the formulas that follow from it.

Every site is in one of the three states, so $t+H+P=1$, or
\begin{equation}
\eta t^2+(1+\kappa)t=1 .
\label{eq:site}
\end{equation}
For $t>0$ the left side rises steadily from zero, so there is one positive root. The quadratic formula gives it as $t=[S-(1+\kappa)]/(2\eta)$ with $S=\sqrt{(1+\kappa)^2+4\eta}$. Multiplying numerator and denominator by $S+(1+\kappa)$, and using $S^2-(1+\kappa)^2=4\eta$, we obtain
\begin{equation}
t=\frac{2}{(1+\kappa)+\sqrt{(1+\kappa)^2+4\eta}},\qquad r=at^2 ,
\label{eq:root}
\end{equation}
where $r$ is the growth rate. At fixed $\eta$, a larger $\kappa$ means a smaller $t$. Within this model phosphorus therefore slows growth. The measure of suppression is $R=r/r_0=(t/t_0)^2$, where the subscript 0 means no phosphine at the same temperature and silane flux. A small $R$ is a strong suppression.

\section{How the rate responds}

Differentiating Eq.~\eqref{eq:site} gives
\begin{equation}
\bigl(2\eta t+1+\kappa\bigr)\,dt+t^2\,d\eta+t\,d\kappa=0 .
\end{equation}
Write $dt=t\,d\ln t$. The first coefficient becomes $2\eta t^2+(1+\kappa)t$. Here $\eta t^2=H$ and, by the site balance, $(1+\kappa)t=1-H$, so the coefficient is $1+H$. Also $t^2d\eta=H\,d\ln\eta$ and $t\,d\kappa=P\,d\ln\kappa$. Hence
\begin{equation}
d\ln t=-\frac{H\,d\ln\eta+P\,d\ln\kappa}{1+H} .
\label{eq:resp}
\end{equation}
Each blocker acts in proportion to the sites it already holds.

\subsection{Dopant supply}

The phosphine flux $J_P$ enters through $b=s_PJ_P$, where $s_P$ is the sticking coefficient on an empty surface. Thus $\kappa\propto J_P^{1/2}$, and since $r\propto t^2$ at fixed $a$,
\begin{equation}
\frac{\partial\ln r}{\partial\ln J_P}=-2\,\frac{P}{1+H}\cdot\frac12=-\frac{P}{1+H} .
\label{eq:order}
\end{equation}
The reaction order in phosphine lies between 0 and $-1$ and drifts with coverage, so one power law does not span both weak and strong supply.

For weak supply, $P\,d\ln\kappa=t\,d\kappa$ and $H_0=1-t_0$ turn Eq.~\eqref{eq:resp} into $d\ln t=-t_0\,d\kappa/(2-t_0)$. To first order in $\kappa$,
\begin{equation}
R\simeq1-\frac{2t_0}{2-t_0}\,\kappa .
\end{equation}
As long as phosphorus leaves mainly by desorption, the initial loss grows as the square root of the phosphine flux, so small additions are disproportionately costly. At low flux burial in the film takes over, and the loss becomes proportional to the flux. In the example below, with the burial coefficient $\chi=0.001$ used later, this crossover covers the whole range of small losses at 800 and 900~K. The local exponent of the loss falls from about 0.9 at $10^{-4}$~ML/s to about 0.7 at $10^{-3}$~ML/s. It reaches 0.5 only near $10^{-2}$~ML/s, where the loss is already 18 to 28\%. For strong supply, $\kappa\gg1$ and $\kappa^2\gg\eta$, Eq.~\eqref{eq:root} gives $t\simeq1/\kappa$ and
\begin{equation}
r\simeq\frac{a}{\kappa^2}=\frac{2ad}{b} .
\end{equation}
Hydrogen removal has dropped out: growth now waits for phosphorus to desorb.

The flux that halves the growth rate follows from setting $t=t_0/\sqrt2$ in Eq.~\eqref{eq:site}. Because $\eta t_0^2=1-t_0$,
\begin{equation}
\frac{1-t_0}{2}+(1+\kappa)\frac{t_0}{\sqrt2}=1
\;\Rightarrow\;
\kappa_{1/2}=\frac{1}{\sqrt2}\left(\frac1{t_0}+1\right)-1,
\qquad J_{1/2}=\frac{2d\,\kappa_{1/2}^2}{s_P} .
\label{eq:half}
\end{equation}

\subsection{Temperature}

Hold the gas fluxes fixed and let $a$, $h$ and $d$ follow Arrhenius laws with energies $E_S$, $E_H$ and $E_P$, while $b$ does not depend on temperature. With $\beta=1/k_BT$ and $E_H'=E_H-E_S>0$, Eq.~\eqref{eq:cov} gives
\begin{equation}
\frac{d\ln\eta}{d\beta}=E_H',\qquad \frac{d\ln\kappa}{d\beta}=\frac{E_P}{2} .
\end{equation}
The apparent activation energy is $E_{\rm app}=-d\ln r/d\beta$. Since $\ln r=\ln a+2\ln t$,
\begin{equation}
E_{\rm app}=E_S+\frac{2HE_H'+PE_P}{1+H} .
\label{eq:eapp}
\end{equation}
Without phosphine, $P=0$ and $H=H_0\equiv x$. The difference between doped and undoped growth is
\begin{align}
\Delta E&=\frac{PE_P}{1+H}-2E_H'\left(\frac{x}{1+x}-\frac{H}{1+H}\right)\nonumber\\
&=\frac{1}{1+H}\left[PE_P-\frac{2(x-H)}{1+x}E_H'\right] .
\label{eq:delta}
\end{align}
The first term is the growing hold of phosphorus on cooling. The second arises because the growing hold of hydrogen slows the undoped surface more than the doped one, where hydrogen covers fewer sites.

Let $q=t/t_0$, so that $0<q<1$. Then $t=(1-x)q$ and $H=xq^2$, and
\begin{align}
P&=1-(1-x)q-xq^2=(1-q)(1+xq),\\
x-H&=x(1-q)(1+q) .
\end{align}
Taking $P$ out of the bracket in Eq.~\eqref{eq:delta} leaves
\begin{equation}
\Delta E=\frac{P}{1+H}\left(E_P-fE_H'\right),\qquad
f=\frac{2x(1+q)}{(1+x)(1+xq)} .
\label{eq:crit}
\end{equation}
To find the range of $f$, subtract its numerator from its denominator:
\begin{equation}
(1+x)(1+xq)-2x(1+q)=1-x-xq+x^2q=(1-x)(1-xq) .
\end{equation}
Therefore
\begin{equation}
f=1-\frac{(1-x)(1-xq)}{(1+x)(1+xq)},\qquad 0<f<1 .
\label{eq:f}
\end{equation}
Because $d\ln R/d\beta=-\Delta E$, cooling strengthens the suppression when $E_P>fE_H'$ and weakens it when $E_P<fE_H'$. If $E_P\ge E_H'$, cooling strengthens the suppression at every temperature and supply in this model. If $0<E_P<E_H'$, sufficient cooling drives $x$ and $f$ towards 1, and the suppression eventually weakens, as long as the hydrogen brought by phosphine remains negligible.

Two limits show the reason. With little hydrogen, $\eta\ll1$, phosphorus competes with free sites and $R\simeq(1+\kappa)^{-2}$. When hydrogen nearly saturates the undoped surface, $\eta\gg1$, put $t=y/\sqrt\eta$ in Eq.~\eqref{eq:site} and drop the term $y/\sqrt\eta$. This leaves $y^2+zy=1$ with $z=\kappa/\sqrt\eta$, while the undoped surface has $y=1$. Thus
\begin{equation}
R\simeq\left[\frac{\sqrt{z^2+4}-z}{2}\right]^2,\qquad
z=\sqrt{\frac{bh}{8ad}}\propto e^{\beta(E_P-E_H')/2} .
\end{equation}
What counts now is phosphorus against hydrogen. If hydrogen's hold grows faster on cooling, $z$ tends to zero and $R$ returns to 1. Growth itself becomes very slow, but phosphorus is no longer the main cause. This limit requires $3b\ll4a$, so that phosphine brings little hydrogen compared with silane. Because $a$ falls on cooling while $b$ stays constant, the condition fails at low enough temperature, and phosphine's hydrogen then suppresses growth again.

\section{How large the effect is}

The example uses round model parameters, not a fit to a reactor. The silane flux is 1000~ML/s with sticking $0.1\exp(-E_S/k_BT)$. The phosphine flux is 1~ML/s with $s_P=0.5$. Both desorption prefactors are $10^{15}$~s$^{-1}$, and $E_S=0.2$, $E_H=2.5$ and $E_P=3.0$~eV, so $E_H'=2.3$~eV.

At 900~K the rates are $a=7.587$, $b=0.500$, $h=10.014$ and $d=0.01588$~s$^{-1}$. Then
\begin{align}
\eta&=\frac{4(7.587)}{10.014}=3.03,\qquad
\kappa=\sqrt{\frac{0.500}{2(0.01588)}}=3.97,\\
t_0&=\frac{2}{1+\sqrt{1+12.12}}=0.433,\qquad
t=\frac{2}{4.97+\sqrt{24.7+12.1}}=0.181 .
\end{align}
The growth rates are $r_0=at_0^2=1.42$ and $r=at^2=0.249$~ML/s, or 11.6 and 2.0~nm/min with 0.1358~nm per Si(100) layer, so $R=0.18$. Phosphorus holds 72\% of the sites. The free fraction falls by a factor of 2.4, and the need for two free sites squares that loss.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $H$ & $P$ & $r$ (ML/s) & $R$\\
800 & 0.053 & 0.926 & 0.0024 & 0.058\\
900 & 0.100 & 0.719 & 0.249 & 0.175\\
1000 & 0.056 & 0.344 & 3.53 & 0.465\\
1100 & 0.011 & 0.104 & 9.49 & 0.805
\end{tabular}
\end{center}

The hydrogen coverage passes through a maximum. From $H=\eta t^2$ and Eq.~\eqref{eq:resp},
\begin{equation}
\frac{d\ln H}{d\beta}=E_H'-\frac{2HE_H'+PE_P}{1+H}
=\frac{(1-H)E_H'-PE_P}{1+H} .
\end{equation}
Once $PE_P$ exceeds $(1-H)E_H'$, further cooling lowers $H$: phosphorus takes so many sites that the delivery of hydrogen by silane, $4r$, falls faster than the desorption rate constant $h$, and $H=4r/h$ drops. A low hydrogen coverage on a doped surface is thus no sign that sites are free.

At 900~K the apparent activation energy is 1.87~eV without phosphine and 2.58~eV with it. Equation~\eqref{eq:crit} accounts for the difference: with $f=0.830$,
\begin{equation}
\Delta E=\frac{0.719}{1.100}\,(3.0-0.830\times2.3)=0.71\ {\rm eV} .
\end{equation}

For contrast, take a hypothetical dopant with $E_P=1.8$~eV and the same desorption rate at 900~K. Now $E_P/E_H'=0.783$. The steady-state $R$ is 0.42 at 700~K, 0.17 at its minimum near 913~K and 0.46 at 1100~K. At the minimum $f=0.783$, as the criterion requires. With phosphine's hydrogen and burial ($\chi=0.001$) included, the 700~K value is 0.39, and the recovery on further cooling peaks near $R=0.63$ at about 520~K. At 700~K growth is only about $10^{-4}$~ML/s, and the phosphorus coverage takes some $3\times10^4$~s to build up. For this dopant, cooling from 900~K relieves the relative suppression, although it does not restore the absolute growth rate.

\section{What to do about it}

These steps apply where site blocking controls growth. The numbers belong to the example and must be recalculated for a real reactor.

\textbf{Limit the phosphine flux.} In the minimal model, half suppression needs 0.032, 0.114 and 0.79~ML/s at 800, 900 and 1000~K. With burial and phosphine's hydrogen included, the 800~K value rises to about 0.037~ML/s. At 900~K, raising the flux from 0.1 to 10~ML/s lowers $R$ from 0.52 to 0.028, while $P$ rises only from 0.39 to 0.91. If each deposited silicon atom buries $\chi P$ phosphorus atoms with constant $\chi$, the film gains a factor of 2.3 in phosphorus content for an 18-fold loss of growth rate. The order in phosphine changes from $-0.30$ to $-0.90$ over the same range. A measured order below $-1$ would lie outside the minimal model, in which phosphorus leaves only by desorption.

\textbf{Raise the temperature} if $E_P>fE_H'$. This relieves suppression and raises the growth rate together, but it also lowers $P$ and with it the phosphorus content at constant $\chi$.

\textbf{Raise the silane flux} if temperature is fixed. Silane changes $a$ and $\eta$ in proportion and leaves $\kappa$ alone, so Eq.~\eqref{eq:resp} gives
\begin{equation}
\frac{\partial\ln r}{\partial\ln a}=1-\frac{2H}{1+H}=\frac{1-H}{1+H} .
\end{equation}
At 900~K this order is 0.28 without phosphine, where $H_0=0.567$, and 0.82 with it. The doped surface responds more strongly because hydrogen limits it less.

\textbf{Allow for the filling time.} Starting from a bare surface, phosphorus reaches 90\% of its steady coverage in about 1.7~s at 1000~K, 17~s at 900~K and 580~s at 800~K. At 800~K the steady rate would deposit only about 1.4~ML in that time, but the faster growth before phosphorus has built up deposits about 10~ML. The deposit during filling is similar at 900 and 1000~K, about 12 and 9~ML, against 4.3 and 5.9~ML at the steady rate. A layer of roughly ten monolayers therefore grows during the transient at all three temperatures, and Eqs.~\eqref{eq:rates} should be integrated instead of using Eq.~\eqref{eq:root}.

\section{How far the result can be trusted}

Integration of Eqs.~\eqref{eq:rates} to steady state reproduces Eq.~\eqref{eq:root} to about one part in $10^5$. Restoring phosphine's three hydrogen atoms and burial with $\chi=0.001$ changes the growth rate by at most 2.4\% of the minimal-model value at 1~ML/s between 800 and 1100~K, and at 900~K between 0.01 and 10~ML/s. The change is larger when both temperature and flux are low: about 7\% at 800~K and 0.005~ML/s. Burial takes a share of about $\chi Pa/b$ of the arriving phosphorus. This is 1\% at 900~K and 1~ML/s, but roughly a fifth at 0.01~ML/s. The growth rate tolerates the larger share because phosphorus then holds few sites; a prediction of the phosphorus coverage tolerates it less well.

The cause can be separated within the model. With all processes present at 900~K, $R=0.175$. If phosphine still delivers its hydrogen but phosphorus occupies no site, $R=0.97$. Nearly all of the slowdown therefore comes from phosphorus occupying sites. This does not exclude effects that the model omits, such as changed reactivity beside a phosphorus atom.

A simulation of individual events on a well-mixed surface gives 0.251~ML/s, against 0.249~ML/s from the rate equations with the same processes. It checks the counting of atoms and sites, but not the random mixing, which both share. Pairing on surface dimers, clustering of phosphorus and gas-phase reactions are also left out. At a given free fraction, silane reacts faster than $at^2$ if free sites occur together more often than $t^2$, and more slowly if they are isolated. Phosphine, which also needs two free sites, is affected in the same direction, so the free fraction shifts as well. The net effect on growth is not calculated here. The numerical output gives the remaining temperatures and fluxes.

\section*{Table of computed values}
\begin{verbatim}
Silane flux 1000 ML/s, sticking prefactor 0.1
Phosphine reference flux 1 ML/s, sticking 0.5
E_S 0.2, E_H 2.5, E_P 3.0, E_H-E_S 2.3 eV
Desorption prefactors 1e+15 1/s, burial 0.001
Thickness of one Si(100) layer 0.1358 nm
900 K: a 7.587, b 0.500, h 10.014, d 0.01588 1/s
900 K: eta 3.030, kappa 3.968
Phosphine 1 ML/s: T(K), t, H, P, r0(ML/s), r(ML/s), R
  800 0.0208 0.0534 0.9258 0.0407 0.00238 0.0584
  850 0.0686 0.0817 0.8497 0.2958 0.03071 0.1038
  900 0.1812 0.0995 0.7192 1.4203 0.24921 0.1755
  950 0.3743 0.0891 0.5366 4.1823 1.21708 0.2910
  1000 0.5998 0.0562 0.3441 7.5909 3.53200 0.4653
  1100 0.8849 0.0108 0.1043 11.8014 9.49426 0.8045
900 K supply series: flux(ML/s), kappa, P, R, order in phosphine
  0.01 0.397 0.1542 0.8062 -0.106
  0.1 1.255 0.3920 0.5212 -0.303
  1 3.968 0.7192 0.1755 -0.654
  10 12.549 0.9114 0.0282 -0.897
Largest growth-rate error of minimal model 2.36 %
Half suppression at 800 K: kappa 7.925, flux 3.168e-02 ML/s
Half suppression at 900 K: kappa 1.341, flux 1.143e-01 ML/s
Half suppression at 1000 K: kappa 0.511, flux 7.945e-01 ML/s
900 K activation energy: clean 1.865, with P 2.579 eV, f 0.830
Weakly bound dopant: E_P 1.8 eV, prefactor 1.907e+08 1/s
  R at 700 K 0.4155, at 1100 K 0.4625
  strongest suppression at 912.6 K, R 0.1743
  f there 0.7826, E_P/(E_H-E_S) 0.7826
900 K, all processes: R 0.1751; P not blocking: R 0.9655
900 K event simulation: r 0.2512 ML/s, P 0.7129
900 K rate equations:   r 0.2488 ML/s, P 0.7147
Time to 90 % of steady P coverage at 800 K: 5.8e+02 s
Time to 90 % of steady P coverage at 900 K: 17 s
Time to 90 % of steady P coverage at 1000 K: 1.7 s
900 K growth: clean 11.57 nm/min, with P 2.03 nm/min
\end{verbatim}
